# Recoverable Transition Energy of Antiferroelectric Grains with Distributed Return Fields: a numerical check

```python
# Result under test: for antiferroelectric grains that all switch and all return
# at positive fields, with equal polarization jump J and equal permittivity,
#   recovered energy density = eps*Em^2/2 + J*(volume-weighted mean return field).
# Symbols: ret, fwd = return and forward fields of the grains (MV/cm);
# J = jump (uC/cm2); Em = peak field (MV/cm); eps = permittivity in
# (uC/cm2)/(MV/cm); energies in J/cm3, since 1 uC/cm2 * 1 MV/cm = 1 J/cm3.
import numpy as np
from scipy.constants import epsilon_0
from scipy.integrate import quad
from scipy.stats import beta

EPS0 = epsilon_0 * 1e8 * 100.0   # F/m -> (uC/cm2)/(MV/cm)
J, Em, eps_r, width, thick_nm = 20.0, 3.5, 30.0, 1.2, 10.0
eps = eps_r * EPS0
n = 400
STEPS = 7000


def cycle(ret, fwd, vol=None, jump=J, peak=Em, eps_on=eps, eps_off=eps):
    """Switch every grain explicitly; integrate E dD on charge and discharge."""
    vol = np.ones(len(ret)) if vol is None else vol
    vol = vol / vol.sum()
    up = np.linspace(0.0, peak, STEPS + 1)
    on = np.zeros(len(ret), dtype=bool)
    branches = []
    for fields in (up, up[::-1]):
        D = np.empty(len(fields))
        for k, E in enumerate(fields):
            on = (on | (E >= fwd)) & (E > ret)
            D[k] = np.dot(vol, np.where(on, eps_on * E + jump, eps_off * E))
        work = np.sum(0.5 * (fields[1:] + fields[:-1]) * np.diff(D))
        branches.append((work, D))
    return branches[0][0], -branches[1][0], branches[1][1]


def coupled_discharge(ret, B):
    """Grains feel E + B*(polar fraction); the source receives J*E per return."""
    order = np.sort(ret)[::-1]
    m, left, energy = len(ret), len(ret), 0.0
    for E in np.linspace(Em, 0.0, STEPS + 1):
        while left and E + B * left / m <= order[m - left]:
            energy += J * E / m
            left -= 1
    assert left == 0
    return energy


sharp = np.full(n, 1.0)
uniform = 0.4 + 1.2 * (np.arange(n) + 0.5) / n
groups = np.concatenate([np.full(320, 0.8), np.full(80, 1.8)])
cases = {"identical": sharp, "uniform": uniform, "two groups": groups}
linear = quad(lambda E: eps * E, 0, Em)[0]
grid_error = J * Em / STEPS / 2   # a jump is located to half a field step
tol = 2 * grid_error

print(f"Jump {J:.1f} uC/cm2; relative permittivity {eps_r:.0f}")
print(f"Peak field {Em:.2f} MV/cm; forward minus return {width:.2f} MV/cm")
print(f"Film thickness {thick_nm:.0f} nm; peak voltage {Em*thick_nm*0.1:.2f} V")
print(f"Linear energy {linear:.2f} J/cm3")
print(f"Largest field-grid error of a transition energy {grid_error:.3f} J/cm3")

# Same mean, different shapes
for name, ret in cases.items():
    charge, recovered, D = cycle(ret, ret + width)
    transition = recovered - linear
    assert abs(transition - J * ret.mean()) < tol
    assert abs(charge - linear - J * (ret + width).mean()) < tol
    k = int(round((Em - 1.2) / Em * STEPS))
    polar = (D[k] - eps * 1.2) / J
    print(f"{name}: mean return {ret.mean():.3f}, std {ret.std():.3f} MV/cm")
    print(f"  polar fraction at 1.2 MV/cm on discharge {polar:.3f}")
    print(f"  simulated transition energy {transition:.3f} J/cm3")
total = linear + J * uniform.mean()
paid = linear + J * (uniform + width).mean()
print(f"Formula: transition energy {J*uniform.mean():.2f} J/cm3")
print(f"Total recovered {total:.2f} J/cm3 = {total*thick_nm*0.1:.2f} uJ/cm2")
print(f"Charging energy {paid:.2f} J/cm3; loss {paid-total:.2f} J/cm3")
print(f"Efficiency {100*total/paid:.1f} %")

# Continuous skewed distribution, through the area beside the loop
skew = beta(2, 4, scale=3.0)
area = J * quad(skew.sf, 0, Em, points=[3.0])[0]
assert abs(area - J * quad(lambda E: E * skew.pdf(E), 0, 3)[0]) < 1e-6
print(f"Skewed continuous distribution, mean {skew.mean():.3f} MV/cm:")
print(f"  transition energy from area {area:.3f} J/cm3")

# Volume weighting: larger grains return at higher field
e_vol = cycle(uniform, uniform + width, vol=uniform)[1] - linear
mean_vol = np.average(uniform, weights=uniform)
assert abs(e_vol - J * mean_vol) < tol
assert abs(e_vol - J * uniform.mean()) > 1.0
print(f"Volume proportional to return field: volume mean {mean_vol:.3f} MV/cm")
print(f"  transition energy {e_vol:.2f} J/cm3")

# Negative return fields
neg = np.concatenate([np.full(200, -0.2), np.full(200, 2.2)])
_, rec, D = cycle(neg, neg + width)
e_neg = rec - linear
assert abs(e_neg - J * np.maximum(neg, 0).mean()) < tol
assert abs(e_neg - J * neg.mean()) > 1.0
print(f"Half at {neg[0]:.1f}, half at {neg[-1]:.1f} MV/cm: mean {neg.mean():.2f}")
print(f"  transition energy {e_neg:.2f} J/cm3; remanence {D[-1]:.1f} uC/cm2")

# Partial switching of the uniform population at a lower peak field
low = 2.5
e_part = cycle(uniform, uniform + width, peak=low)[1] - 0.5 * eps * low**2
expected = J * quad(lambda E: E / 1.2, 0.4, low - width)[0]
assert abs(e_part - expected) < tol
print(f"Uniform, peak only {low:.1f} MV/cm: transition {e_part:.2f} J/cm3")

# Jumps correlated with return fields
spread = 0.10
jumps = J * (1 + spread * (uniform - uniform.mean()) / uniform.std())
e_cov = cycle(uniform, uniform + width, jump=jumps)[1] - linear
cov = np.mean((jumps - jumps.mean()) * (uniform - uniform.mean()))
assert abs(e_cov - J * uniform.mean() - cov) < tol and cov > 0.5
print(f"Jump spread {100*spread:.0f} %, fully correlated: shift {cov:+.2f} J/cm3")

# Different permittivity of the antipolar phase, equal zero-field offset J
eps_anti = 38.0
shifts = {}
for name, ret in cases.items():
    rec = cycle(ret, ret + width, eps_off=eps_anti * EPS0)[1]
    shifts[name] = 0.5 * (eps_r - eps_anti) * EPS0 * np.mean(ret**2)
    assert abs(rec - linear - J * ret.mean() - shifts[name]) < tol
print(f"Antipolar relative permittivity {eps_anti:.0f}: transition shift")
print(f"  identical {shifts['identical']:+.3f}, two groups "
      f"{shifts['two groups']:+.3f} J/cm3")

# Coupling between grains: depolarizing, then cooperative
B = 0.3
coupling_tol = J * Em / STEPS + J * B / n
assert max(r.max() for r in cases.values()) + width + B < Em
print(f"Coupling field {B:.1f} MV/cm: transition energies in J/cm3")
dep = {k: coupled_discharge(r, -B) for k, r in cases.items()}
coop = {k: coupled_discharge(r, B) for k, r in cases.items()}
for k, r in cases.items():
    assert abs(dep[k] - J * (r.mean() + B / 2)) < coupling_tol
    print(f"  {k}: depolarizing {dep[k]:.2f}, cooperative {coop[k]:.2f}")
assert abs(coop["uniform"] - J * (1 - B / 2)) < coupling_tol
assert abs(coop["identical"] - J * (1 - B)) < coupling_tol
avalanche = J * (0.2 * (1.8 - B) + 0.8 * (0.8 - 0.8 * B))
assert abs(coop["two groups"] - avalanche) < coupling_tol

# Exponential switching lag during a linear discharge ramp
t_dis, tau = 10.0, 0.1           # microseconds
rate = Em / t_dis


def lagged(R):
    return quad(lambda t: (R - rate * t) * J * np.exp(-t / tau) / tau,
                0, R / rate, points=[min(5 * tau, 0.5 * R / rate)])[0]


e_lag = np.mean([lagged(R) for R in uniform])
loss_lag = J * rate * tau
assert abs(J * uniform.mean() - e_lag - loss_lag) < 1e-3
print(f"Discharge {t_dis:.0f} us, lag {tau:.1f} us: loss {loss_lag:.2f} J/cm3")

# Sizes of further neglected effects, from assumed rough inputs
slope, warming = 0.002, 60.0     # MV/cm per K, K
print(f"Return-field slope {slope:.3f} MV/cm/K, warming {warming:.0f} K: "
      f"{J*slope*warming:+.2f} J/cm3")
leak = 1e-4                     # A/cm2 at peak field
leak_energy = leak * Em * 1e6 * t_dis * 1e-6
print(f"Leakage {leak:.0e} A/cm2 throughout discharge: "
      f"at most {leak_energy:.4f} J/cm3")
E_bd, weibull = 5.0, 20.0
p_bd = -np.expm1(-(Em / E_bd) ** weibull)
print(f"Breakdown scale {E_bd:.1f} MV/cm, Weibull slope {weibull:.0f}: "
      f"probability {100*p_bd:.3f} %")
print("success")
```

Running it gives:

```
Jump 20.0 uC/cm2; relative permittivity 30
Peak field 3.50 MV/cm; forward minus return 1.20 MV/cm
Film thickness 10 nm; peak voltage 3.50 V
Linear energy 16.27 J/cm3
Largest field-grid error of a transition energy 0.005 J/cm3
identical: mean return 1.000, std 0.000 MV/cm
  polar fraction at 1.2 MV/cm on discharge 1.000
  simulated transition energy 20.005 J/cm3
uniform: mean return 1.000, std 0.346 MV/cm
  polar fraction at 1.2 MV/cm on discharge 0.667
  simulated transition energy 20.003 J/cm3
two groups: mean return 1.000, std 0.400 MV/cm
  polar fraction at 1.2 MV/cm on discharge 0.800
  simulated transition energy 20.005 J/cm3
Formula: transition energy 20.00 J/cm3
Total recovered 36.27 J/cm3 = 36.27 uJ/cm2
Charging energy 60.27 J/cm3; loss 24.00 J/cm3
Efficiency 60.2 %
Skewed continuous distribution, mean 1.000 MV/cm:
  transition energy from area 20.000 J/cm3
Volume proportional to return field: volume mean 1.120 MV/cm
  transition energy 22.40 J/cm3
Half at -0.2, half at 2.2 MV/cm: mean 1.00
  transition energy 22.00 J/cm3; remanence 10.0 uC/cm2
Uniform, peak only 2.5 MV/cm: transition 12.75 J/cm3
Jump spread 10 %, fully correlated: shift +0.69 J/cm3
Antipolar relative permittivity 38: transition shift
  identical -0.354, two groups -0.411 J/cm3
Coupling field 0.3 MV/cm: transition energies in J/cm3
  identical: depolarizing 23.00, cooperative 14.00
  uniform: depolarizing 23.00, cooperative 16.99
  two groups: depolarizing 23.00, cooperative 14.96
Discharge 10 us, lag 0.1 us: loss 0.70 J/cm3
Return-field slope 0.002 MV/cm/K, warming 60 K: +2.40 J/cm3
Leakage 1e-04 A/cm2 throughout discharge: at most 0.0035 J/cm3
Breakdown scale 5.0 MV/cm, Weibull slope 20: probability 0.080 %
success
```
